# Alternating dipole rows on a square lattice and the one-molecule cell

## Question

I am modelling a small polar precursor molecule that lies flat on an oxide surface, at one molecule per site of a square lattice. To understand the lateral interaction I replaced each molecule by a point dipole in the surface plane. My periodic cell holds one molecule.

When I rotate the molecule in the plane, the dipole energy does not change at all, so I concluded that the dipoles have no preferred order. A colleague says that the cell is hiding a lower-energy arrangement, and that a denser k-point mesh will not reveal it. Is that right? If so, which arrangement is it, how much energy is at stake, and what cell do I need?

## Answer

Your colleague is right. The flat energy curve is a correct result for the states your cell can hold, but those are only the states in which all molecules point the same way.

**Setting up the sum**

Take rigid point dipoles of moment $p$ on a square lattice of spacing $a$, in free space and at zero temperature. Two dipoles separated by $\mathbf r$ have energy

$$
U=\frac{1}{4\pi\varepsilon_0}\left[\frac{\mathbf p_1\cdot\mathbf p_2}{r^3}-\frac{3(\mathbf p_1\cdot\mathbf r)(\mathbf p_2\cdot\mathbf r)}{r^5}\right].
$$

I measure lengths in $a$ and energies in $E_0=p^2/(4\pi\varepsilon_0a^3)$. The energy per molecule, $e$, is half the sum of one molecule's interactions with all the others, because each pair is shared by two molecules.

**What the one-molecule cell can find**

Let every dipole point along the in-plane unit vector $\mathbf n$. Then

$$
e=\frac12\sum_{\mathbf R\ne0}\left[\frac1{R^3}-\frac{3(\mathbf n\cdot\mathbf R)^2}{R^5}\right].
$$

Expand $(\mathbf n\cdot\mathbf R)^2=n_x^2X^2+n_y^2Y^2+2n_xn_yXY$. The $XY$ term sums to zero by reflection. The sums of $X^2/R^5$ and $Y^2/R^5$ are equal by the fourfold symmetry, and together they give $S_3=\sum_{\mathbf R\neq0}R^{-3}$, so each is $S_3/2$. Since $n_x^2+n_y^2=1$,

$$
e_{\rm uni}=\frac12\left(S_3-\frac32S_3\right)=-\frac{S_3}{4}.
$$

The angle has dropped out, which is your flat curve. The sum converges absolutely: a ring of radius $R$ holds a number of sites proportional to $R$, each contributing at most of order $R^{-3}$. Numerically $S_3=9.0336$, so $e_{\rm uni}=-2.2584$.

Tilting all molecules out of the plane by $\theta$ does not help. Only the in-plane part $\cos\theta$ enters $\mathbf n\cdot\mathbf R$, so

$$
e(\theta)=\frac{S_3}{2}-\frac{3S_3}{4}\cos^2\theta
=-\frac{S_3}{4}\cos^2\theta+\frac{S_3}{2}\sin^2\theta ,
$$

which is lowest at $\theta=0$. Thus $-2.2584$ is the best dipole energy available to a one-molecule cell. A k-point mesh samples the phases of electron states between cells. It does not let the molecule in the next cell point elsewhere.

**Splitting the lattice into rows**

Now let the dipoles lie along $x$ and consider one row by itself. A neighbour at distance $n$ along the row contributes $1/n^3-3/n^3=-2/n^3$. There are two such neighbours, and the factor one half cancels that two:

$$
e_{\rm row}=-2\sum_{n=1}^{\infty}\frac1{n^3}=-2\zeta(3)=-2.4041 .
$$

This is already lower than $e_{\rm uni}$. In the uniform lattice the other rows must therefore raise the energy, on balance.

To find each row's share, let $V(d)$ be the energy of one dipole with a whole parallel row at distance $d$, with the molecules facing each other. With $g(x)=1/\sqrt{x^2+d^2}$, two derivatives give

$$
-g''(x)=\frac1{r^3}-\frac{3x^2}{r^5},\qquad r^2=x^2+d^2,
$$

which is the pair energy. Hence $V(d)=\sum_n[-g''(n)]$. Poisson summation turns this into a sum of Fourier transforms at $k=2\pi l$, with $l$ any integer. Integrating by parts twice, with vanishing boundary terms,

$$
\int_{-\infty}^{\infty}[-g''(x)]e^{-ikx}dx
=k^2\int_{-\infty}^{\infty}\frac{e^{-ikx}}{\sqrt{x^2+d^2}}dx
=2k^2K_0(|k|d)
$$

for $k\ne0$, where $K_0$ is the modified Bessel function. At $k=0$ the left side is $-[g']_{-\infty}^{\infty}=0$. The terms $l$ and $-l$ are equal, so

$$
V(d)=2\sum_{l=1}^{\infty}2(2\pi l)^2K_0(2\pi ld)
=16\pi^2\sum_{l=1}^{\infty}l^2K_0(2\pi ld).
$$

Since $K_0(z)=\int_0^\infty e^{-z\cosh t}dt>0$, every term is positive: parallel rows in registry repel. The vanishing $k=0$ term says that a continuous line of dipoles would exert no net effect. What remains comes from the discreteness of the molecules, and it falls off roughly as $e^{-2\pi d}$.

**Comparing the two patterns**

Rows lie at distances $m=1,2,\dots$ on both sides. The two sides again cancel the factor one half. Reversing every second row changes the sign of the coupling at odd $m$:

$$
e_{\rm uni}=-2\zeta(3)+\sum_{m\ge1}V(m),\qquad
e_{\rm alt}=-2\zeta(3)+\sum_{m\ge1}(-1)^mV(m).
$$

Subtracting, the even terms cancel and the odd ones double:

$$
e_{\rm uni}-e_{\rm alt}=2\sum_{m\ \rm odd}V(m)>0 .
$$

This proves that alternating head-to-tail rows beat uniform alignment. With $V(1)=0.14552$, $V(2)=0.00019$ and $V(3)\approx3\times10^{-7}$,

$$
\begin{aligned}
e_{\rm uni}&=-2.40411+0.14552+0.00019=-2.2584,\\
e_{\rm alt}&=-2.40411-0.14552+0.00019=-2.5494.
\end{aligned}
$$

The gain is $0.2910$, or 12.9% of the magnitude of the uniform energy. Nearly all of it comes from adjacent rows.

Registry matters. If one row is shifted by $s$ along $x$ relative to another, Poisson summation multiplies term $l$ by $\cos(2\pi ls)$. For $s=1/2$ the leading term changes sign. Shifting alternate rows by half a spacing, with all distances between rows held fixed, makes the gain $-0.288$: uniform alignment then beats alternating rows. The result belongs to the square lattice and cannot be carried over to a staggered one.

**Is there something lower still?**

For any periodic pattern, write the dipoles as a sum of plane waves. The energy becomes a sum over wavevectors $\mathbf q$ of quadratic forms, each with a $3\times3$ matrix $J(\mathbf q)$, the Fourier transform of the dipole interaction. For dipoles of unit length, the squared wave amplitudes add up to one per molecule. Hence $e$ cannot lie below half the lowest eigenvalue of $J$ over all $\mathbf q$.

I evaluated $J$ on a $512\times512$ grid of wavevectors, with a smooth Gaussian cutoff on the lattice sum. Half the lowest eigenvalue is $-2.549$. It occurs at the wavevector of the alternating rows and at the equivalent one turned by $90^\circ$. This is numerical evidence, not a proof, that no arrangement lies lower in this model.

The alternating state is not unique, however. With row index $n$ and column index $m$, consider

$$
\mathbf p_{mn}=p\left(\cos\theta\,(-1)^n,\ \sin\theta\,(-1)^m\right).
$$

Every dipole has length $p$. The cross terms between the two components contain $(-1)^{n+m}$ and average to zero over the lattice. The energy is therefore $e_{\rm alt}\cos^2\theta+e_{\rm alt}\sin^2\theta=e_{\rm alt}$ for every $\theta$. At $\theta=45^\circ$ the four dipoles around every second square, in a checkerboard pattern, form a small vortex; around the other squares two dipoles point inward and two outward. A real molecule's shape or its binding site may select one member of this family.

**Choosing the cell and the starting geometry**

An $a\times2a$ cell, doubled across the rows, holds the alternating state. A $2a\times2a$ cell holds the whole family.

Three rows do not fit the pattern. The best collinear choice is two rows one way and one the other. Of the three pairs of adjacent rows, one is parallel and two are antiparallel, so the average sign is $-1/3$. This gives $e=-2.4527$, which recovers about two thirds of the gain.

A larger cell may not be enough if you start with parallel molecules. Begin with both along $x$ in the $a\times2a$ cell and tilt them by $+\delta$ and $-\delta$. The energy is even in $\delta$, so there is no torque at the start. At $\delta=10^\circ$ it has risen by $0.159$, because the new $y$ components meet head to head. Rotating both together costs nothing, so a drift towards $y$ could eventually open a way down, but no initial force drives it, and the opposite tilt lowers the energy only once the common direction is more than about $77^\circ$ from $x$.

In a cell doubled along $x$, the same tilts create alternating columns, and the energy changes by

$$
-(e_{\rm uni}-e_{\rm alt})\sin^2\delta=-0.0088
$$

at $10^\circ$. That start is unstable, but it too has zero initial torque. It is safest to set up the antiparallel geometry explicitly and compare the relaxed energies.

**Size of the effect for a precursor layer**

Take round values: $p=2.0$ D ($6.67\times10^{-30}$ C m) and $a=0.50$ nm, which means $4.0\times10^{14}$ molecules/cm². Then

$$
E_0=\frac{(8.99\times10^9)(6.67\times10^{-30})^2}{(0.50\times10^{-9})^3}\ {\rm J}
=3.20\times10^{-21}\ {\rm J}=19.97\ {\rm meV}.
$$

The uniform layer has $-45.1$ meV per molecule and the alternating layer $-50.9$ meV. Your cell misses $0.2910\times19.97=5.8$ meV per molecule. Doubling the spacing, at a quarter of the coverage, divides this by eight, to 0.7 meV.

Several neglected effects can be sized, one at a time.

*Induction.* The dipoles polarize one another. Let the moment grow from $p$ to $\mu p$, and let $\alpha$ be an isotropic polarizability volume in units of $a^3$. The energy, including the cost of distortion, is

$$
u=e\mu^2+\frac{(\mu-1)^2}{2\alpha}.
$$

Setting $du/d\mu=0$ gives $\mu-1=-2e\alpha\mu$, so $\mu=1/(1+2e\alpha)$. Substituting,

$$
u=e\mu^2+2e^2\alpha\mu^2=e\mu^2(1+2e\alpha)=\frac{e}{1+2e\alpha}.
$$

For 0.005 nm³, $\alpha=0.005/0.125=0.04$. The energies become $-55.1$ and $-64.0$ meV, and the gain rises to 8.9 meV, about half as much again.

*Finite molecular size.* Replace each point dipole by two opposite charges a distance $s$ apart, at fixed moment. The second derivative of $g$ becomes a second difference, so $k^2$ becomes $[2\sin(ks/2)/s]^2$. For $s=0.15$ nm and dipoles along the rows, the gain falls from 5.8 to 4.3 meV. The flat rotation curve is a property of point dipoles: at finite $s$ the uniform energy depends on the angle.

*Substrate polarization.* Above a dielectric of relative permittivity 9, an in-plane dipole has a reversed image of strength $(9-1)/(9+1)=0.8$. At a height of 0.30 nm the images lie 0.60 nm below the molecules. The image of row $m$ is then at distance $\sqrt{m^2+1.2^2}$, where $V$ is small. The gain becomes 5.7 meV. This depends strongly on the height: at 0.20 nm the gain is 5.1 meV and at 0.15 nm it is 4.3 meV, where a continuum image is itself only a rough guide.

*Temperature.* I ran a Metropolis simulation of rigid in-plane rotors in an $8\times8$ periodic cell, started from alternating rows. The order parameter was the root mean square of the combined amplitude of the two alternating patterns: it is 1 for every member of the degenerate family and 0.125 for random orientations in this cell. It came out as 0.86 at 100 K and 0.24 at 450 K; the two halves of each run differed by 0.05 and 0.01, respectively. Longer runs give 0.87 to 0.90 at 100 K, and a $16\times16$ cell gives 0.875, so the second digit is uncertain by about 0.02. The 450 K value is a finite-size effect: in the $16\times16$ cell it halves to 0.12, staying at about twice the random value, as expected for short-range correlation only.

The layer stays largely ordered at 100 K although $k_BT=8.6$ meV exceeds the gain. The gain compares two ordered layers; it is not the cost of disturbing one molecule. A single molecule's interaction with all the others is $2e_{\rm alt}$, so reversing it costs $4|e_{\rm alt}|E_0=4\times50.9\approx204$ meV. At 450 K, where $k_BT=38.8$ meV, no long-range order remains, although reversing one molecule in a perfectly ordered layer would still cost about five times $k_BT$. The single-molecule cost therefore does not by itself set the temperature at which order is lost: neighbours also turn, and this weakens the field that holds each molecule. One small cell does not locate a transition temperature.

**What this means for a real surface**

The chosen numbers are rough values for a small polar precursor on a wide-gap oxide during atomic layer deposition. A spacing of 0.50 nm is tight for a molecule with bulky ligands, and a real oxide surface need not offer a square array of sites. At a deposition temperature near 450 K, the model shows only short-range correlation between neighbours, so 5.8 meV should not be added to the adsorption energy as if the layer were perfectly ordered. Steric contact, hydrogen bonding, dispersion and orientation-dependent binding are absent from the model, and any of them can outweigh a few meV.

The missing order matters most when you compare zero-temperature energies of different orientations or coverages at the level of a few meV. For that purpose, compute the parallel and antiparallel layers in the same two-molecule cell, with the same numerical settings.
